The Sommerfeld factor of a two-dimensional semiconductor at its absorption edge

Light lifts an electron across the gap of a thin semiconductor channel and leaves a hole behind. The two attract each other, and this changes the absorption even at energies where the pair is free to separate. The problem is to find by how much.

The model is a strict plane with isotropic parabolic bands, electron mass m_e, hole mass m_h and reduced mass μ = m_e m_h/(m_e + m_h), in units of the free-electron mass. The attraction is −e²/(4πε₀εr), with a uniform dielectric constant ε. The interband transition is dipole-allowed, its matrix element p is constant near the edge, and the photon momentum is zero. Broadening and other carriers are left out until part (g), and electron-hole exchange is left out throughout.

Lengths are measured in a* = (ε/μ)a₀ and energies in H* = (μ/ε²) Hartree, where a₀ is the Bohr radius. The relative motion then has the Hamiltonian −½∇² − 1/r. The energy E is counted from the gap E_g, and E = k²/2 above it.

**(a) Show that absorption measures the pair wave function at zero separation, and find the absorption of free pairs.**

A pair state with zero total momentum is a sum over electron wavevectors **k** with amplitudes φ(**k**), where Σ|φ(**k**)|² = 1. Light creates each vertical pair with the same amplitude p, so the transition amplitude is p Σφ(**k**). In a plane of area 𝒜 the relative wave function is

ψ(**r**) = 𝒜^(−1/2) Σ φ(**k**) exp(i**k**·**r**),

and therefore Σφ(**k**) = 𝒜^(1/2) ψ(0). By the golden rule, absorption per unit area is proportional to |p|² D(E), with

D(E) = Σ_j |ψ_j(0)|² δ(E − E_j), E = ħω − E_g.

The remaining prefactor varies slowly with ω and is the same with and without attraction. A state of angular momentum m behaves as r^|m| near the origin, so only m = 0 contributes.

For free pairs the states are plane waves with |ψ(0)|² = 1/𝒜. Replacing the sum by an integral gives

D_free = ∫ d²k/(2π)² δ(E − k²/2) = (1/2π) ∫ k dk δ(E − k²/2) = 1/(2π),

because k dk = d(k²/2). Free absorption is a step. The Sommerfeld factor is the ratio S(E) = D(E)/D_free for E > 0.

**(b) Find the m = 0 wave with attraction, scaled so that R(0) = 1.**

The radial equation −½(R″ + R′/r) − R/r = (k²/2)R becomes

R″ + R′/r + (k² + 2/r)R = 0.

Put R = e^(−ikr) w. Then R′ = e^(−ikr)(w′ − ikw) and R″ = e^(−ikr)(w″ − 2ikw′ − k²w). The k² terms cancel, and multiplication by r leaves

r w″ + (1 − 2ikr)w′ + (2 − ik)w = 0.

With z = 2ikr, w′ = 2ik dw/dz and r w″ = 2ik z d²w/dz². Division by 2ik gives

z d²w/dz² + (1 − z) dw/dz − a w = 0, a = ½ + i/k,

since (2 − ik)/(2ik) = −i/k − ½. This is Kummer's equation. Its solution regular at z = 0 is

M(a,1,z) = Σ_n [Γ(a+n)/Γ(a)] zⁿ/(n!)²,

which equals 1 at z = 0. The second solution diverges as ln r; its Laplacian contains a delta function at the origin that nothing in the equation balances, so it is rejected. Hence

R(r) = e^(−ikr) M(½ + i/k, 1, 2ikr).

**(c) Find the amplitude of this wave at large separation.**

Write γ = 1/k and y = 2kr, so that a = ½ + iγ, and 1 − a = ½ − iγ is the complex conjugate of a. The series in (b) is reproduced by

M(a,1,iy) = [1/(Γ(a)Γ(1−a))] ∫₀¹ e^(iyt) t^(a−1) (1−t)^(−a) dt,

as one sees by expanding the exponential and using ∫₀¹ t^(a+n−1)(1−t)^(−a) dt = Γ(a+n)Γ(1−a)/n!.

For large y the exponential oscillates rapidly, and the leading contributions come from the two endpoints. Near t = 0, turning the integration path onto the positive imaginary axis gives

∫₀^∞ e^(iyt) t^(a−1) dt = Γ(a) y^(−a) e^(iπa/2).

Near t = 1, put t = 1 − τ and turn the path the other way:

e^(iy) ∫₀^∞ e^(−iyτ) τ^(−a) dτ = e^(iy) Γ(1−a) y^(a−1) e^(−iπ(1−a)/2).

Now multiply by e^(−ikr) = e^(−iy/2) and insert a. The two terms of R are

y^(−1/2) e^(−πγ/2) e^(−i(kr + γ ln y − π/4))/Γ(1−a),
y^(−1/2) e^(−πγ/2) e^(+i(kr + γ ln y − π/4))/Γ(a).

They are complex conjugates, so their sum is real:

R ≈ √2 e^(−πγ/2) / (|Γ(a)| √(kr)) · cos Θ,
Θ = kr + γ ln(2kr) − π/4 − arg Γ(a).

The free wave with the same value at the origin is J₀(kr), which tends to √(2/(πkr)) cos(kr − π/4). Let A be the ratio of the two amplitudes, so that R ≈ A √(2/(πkr)) cos Θ. Then

A² = π e^(−πγ)/|Γ(½ + iγ)|².

The reflection formula gives |Γ(½+iγ)|² = Γ(½+iγ)Γ(½−iγ) = π/sin(π/2 + iπγ) = π/cosh(πγ). Therefore

A² = e^(−πγ) cosh(πγ) = ½(1 + e^(−2π/k)).

Without attraction γ = 0 and A = 1, as it must be.

**(d) Normalize the states, taking care of the logarithmic phase, and obtain S(E).**

Enclose the pair in a disk of large radius R_d on whose wall the wave vanishes. With u = √r R,

u″ + (2E + 2/r + 1/(4r²))u = 0.

Differentiate with respect to E, writing u_E = ∂u/∂E:

u_E″ + (2E + 2/r + 1/(4r²))u_E + 2u = 0.

Multiply the second equation by u, the first by u_E, subtract, and integrate from 0 to R_d:

[u u_E′ − u′ u_E] = −2 ∫ u² dr.

The bracket vanishes at the origin, because R(0) = 1 at every energy and u_E therefore starts at a higher power of r than u. At the wall u = 0, so ∫u² dr = ½u′u_E there.

At large r, u = A√(2/(πk)) cos Θ and ∂Θ/∂r → k. At the wall cos Θ = 0 and sin²Θ = 1, hence

∫ u² dr = ½ · A² · (2/(πk)) · k · ∂Θ/∂E = (A²/π) ∂Θ/∂E.

The normalized state is ψ = NR with 2πN²∫u² dr = 1, so

|ψ(0)|² = N² = 1/(2A² ∂Θ/∂E).

Neighbouring levels differ by π in Θ at the wall, which gives (1/π) ∂Θ/∂E levels per unit energy. The product is

D(E) = 1/(2πA²).

The factor ∂Θ/∂E, which contains the logarithmic phase, has cancelled between norm and level density. Dividing by 1/(2π) gives S = 1/A², that is

S(E) = 2/(1 + e^(−2π/k)) = e^(π/k)/cosh(π/k), k = √(2E).

As E → 0⁺ the exponential vanishes and S → 2. In this model the edge absorption is exactly twice the free step, whatever the masses and the dielectric constant, which set only the energy scale. The departure from 2 is about 2e^(−2π/k), smaller than any power of E, so the continuum starts as a flat plateau. Far above the edge, e^(−2π/k) ≈ 1 − 2π/k gives S ≈ 1 + π/k, and the enhancement dies out as E^(−1/2).

**(e) Obtain the edge value again from the zero-energy wave alone.**

At k = 0 the equation is (rR′)′ + 2R = 0. With x = √(8r), d/dr = (4/x)d/dx, and it becomes

(1/x) d/dx(x dR/dx) + R = 0.

This is Bessel's equation, and R(0) = 1 selects R = J₀(√(8r)). At large r

u = √r R ≈ √(2/π) 8^(−1/4) r^(1/4) cos(√(8r) − π/4).

For small k > 0 the wave at r ≫ 1 moves with a slowly changing local wavenumber q(r) = √(k² + 2/r). The relative change of q over a reduced wavelength is |q′|/q² = 1/(r²q³), which is at most 1/√(8r). The wave therefore keeps constant flux on its way out:

u ≈ A √(2/(πq)) cos(∫q dr + constant).

At infinity q → k and this agrees with the definition of A in (c). In the limit k → 0, q = √(2/r), and the amplitude is A√(2/π)(r/2)^(1/4). Equating it with that of the Bessel wave gives A = 8^(−1/4) 2^(1/4) = 1/√2, hence S = 1/A² = 2.

**(f) Find the discrete lines below the gap and compare their average strength with the continuum. Which part of the attraction produces the factor two?**

For E = −κ²/2 put k = −iκ in (b), which is allowed because the radial equation contains only k²:

R = e^(−κr) M(½ − 1/κ, 1, 2κr).

Unless the series ends, M grows as e^(2κr) and R diverges. It ends when ½ − 1/κ = −n with n = 0, 1, 2, …. With ν = n + ½ this means κ = 1/ν and

E_n = −1/(2ν²).

The polynomial is the Laguerre polynomial L_n(x), x = 2κr. Its recurrence xL_n = (2n+1)L_n − (n+1)L_(n+1) − nL_(n−1) and its orthonormality under the weight e^(−x) give ∫x e^(−x)L_n² dx = 2n + 1 = 2ν. The norm condition is then

1 = 2πN² · (1/(4κ²)) · 2ν = πν³N², so |ψ_n(0)|² = 1/(πν³).

For large n the level spacing is dE_n/dn = 1/ν³. Strength per unit energy tends to 1/π, twice the free value 1/(2π). The averaged absorption therefore passes through the gap energy without a step. The average has meaning where lines are dense, not for the isolated n = 0 line.

To locate the origin of the factor two, replace the attraction by −1/√(r² + d²), which has the same 1/r tail but is smooth at contact. For large d the semiclassical estimate is

D = ∫ d²p/(2π)² δ(E − p²/2 − V(0)) = 1/(2π), for E > V(0).

In two dimensions it does not depend on the depth of the well, so S ≈ 1. Integrating the radial equation outward at E = 0 for d = 20, and reading A from the constant-flux wave of part (e), gives S = 1.000. The long-range tail alone does not double the absorption; the form of the attraction at short range matters as well.

An intermediate case is the attraction inside a thin polarizable sheet of screening length ℓ,

V = −(π/2ℓ)[H₀(r/ℓ) − Y₀(r/ℓ)],

where H₀ is the Struve function and Y₀ the Bessel function of the second kind. It is −1/r for r ≫ ℓ but only logarithmic for r ≪ ℓ. The same integration with ℓ = 1 gives an edge factor of 1.27.

**(g) Apply the result to a narrow III-V quantum-well channel, and size what the model leaves out.**

Rough typical values are m_e = 0.07, m_h = 0.42, ε = 13, width 8 nm, gap 1.5 eV and temperature 300 K. Then

μ = 0.07 × 0.42/0.49 = 0.060,
a* = (13/0.060)a₀ = 11.5 nm,
H* = (0.060/13²) Hartree = 9.66 meV.

The first three lines lie at −2H* = −19.3 meV, −(2/9)H* = −2.15 meV and −0.08H* = −0.77 meV from the gap. At 20 meV above the gap, E = 20/9.66 = 2.07 and k = √(2 × 2.07) = 2.03, so e^(−2π/k) = 0.046 and S = 2/1.046 = 1.91. The formula gives 1.996 at 5 meV and 1.60 at 100 meV, and S reaches 1.9 at 22 meV. The plateau is thus about as wide as the ideal binding energy.

*Finite width.* Let both carriers occupy the lowest state f(z) of a hard-walled well, and average the attraction over their positions across it:

V(r) = −∫∫ |f(z)|² |f(z′)|² / √(r² + (z−z′)²) dz dz′.

The width is 0.70 a*, so contact is strongly softened. Radial integration gives S = 1.39 at the edge and 1.28 at 20 meV, against the ideal 2 and 1.91. Diagonalization in a large disk gives a binding energy of 11.5 meV instead of 19.3 meV. For this well the strict-plane formula overstates the edge enhancement S − 1 by a factor of about 2.6.

*Broadening.* Take a Gaussian of standard deviation 4 meV, a rough assumed value, and the strict-plane spectrum. In units of the unbroadened free step, absorption at the gap energy is 1.00 from the continuum and 0.72 from the lines, against 0.50 for free pairs. The ratio is 1.72/0.50 = 3.4, not 2, because lines from below the gap now overlap the edge. The factor two compares the unbroadened continuum with the unbroadened free step.

*Other carriers.* For electron density n_s, Fermi statistics in a parabolic band with two spins give the band-edge occupation

f = 1 − exp(−πħ²n_s/(m_e k_B T)),

with m_e here the full mass. For free pairs, transitions at the edge are reduced by the factor 1 − f; for attracted pairs filling also changes the attraction, and this simple factor no longer applies. Linear static screening has the wavenumber 2f(m_e/μ)/a*. At 10¹⁰ cm⁻², f = 0.013 and the screening length is 374 nm, so band filling is slight. Screening weakens the attraction most strongly beyond that length, but also to a lesser degree inside it. The pair energy e²/(4πε₀ε × screening length) is 0.3 meV, but inside the screening length the weakening is this energy times a logarithm of the screening length over the separation. With the statically screened attraction the ideal binding energy falls from 19.3 to 18.0 meV, a change of 7 %. The higher lines are more sensitive: the next two bindings fall from 2.15 to 1.40 meV and from 0.77 to 0.29 meV. At 10¹² cm⁻², a density of the order found in a conducting channel, f = 0.73 and the screening length is 6.7 nm, shorter than a*. The formula then fails.

*Field, bands and subbands.* An in-plane field F smears the edge over (ħ²e²F²/2μ)^(1/3), with μ as a full mass; this is 1.9 meV at 0.001 MV/cm. The ideal binding energy divided by e a*/2 gives a field of 0.034 MV/cm, but ionization already matters at lower fields. Along the field the potential −1/r − Fr, with F in units of H*/(e a*), has its top at −2√F, which reaches the ideal level −2 at F = 1, or 0.0084 MV/cm. This is a rough scale for ionization, not the field at which the barrier vanishes, because motion across the field also takes up energy. For the finite-width binding of 11.5 meV the same estimate gives about 0.003 MV/cm. A two-band dispersion raises the density-of-states mass of a carrier by 2E_c/E_g, where E_c is that carrier's own energy above its band edge. In the well E_c includes the confinement energy, about 80 meV for the electron between hard walls 8 nm apart, which by itself raises a bulk band-edge mass by about 11 %; the in-plane masses of the model should be read as those at the subband edge. The in-plane motion of a free pair adds at most the pair energy E, so the further increase is at most 2.7 % at 20 meV above the gap. An attracted pair also contains larger wavevectors, so this figure does not bound the change in S. Nor does it include the mixing of heavy and light holes, which can change the in-plane hole mass far more. Within the two bands of the model, the next allowed subband edge lies 3π²ħ²/(2μL²) = 294 meV higher for hard walls of spacing L = 8 nm; this is a parabolic-band value. The two-band dispersion of the electron, with 0.07 as the bulk band-edge mass, lowers it to about 245 meV, and barriers of finite height can lower it considerably more. A light-hole band, which the model does not contain, can add an absorption edge much lower than that and so limit the range of a one-subband treatment further.

**Comparison with real channels.** The electron mass, dielectric constant and gap are ordinary for a III-V well. The hole mass is close to a bulk heavy-hole value, whereas confinement can make the in-plane mass near the edge much lighter. Taking a third of it, 0.14, gives μ = 0.0467 and lowers H* by 22 %, but leaves the ideal edge factor at 2. For the undoped well treated here, finite width lowers the continuum factor at the edge from 2 to about 1.4. In an atomically thin channel the polarizability of the sheet takes over that role. The value 1.27 found for ℓ = a* illustrates the reduction, but its size depends on ℓ/a*, so it is not a prediction for a particular material.

Numerical values quoted here were computed with a short program.
